**Folding of silicon's conduction minima in cubic supercells**

For minima at $\kappa=0.85$ in units of $2\pi/a$, the program finds that width $N=7$ folds them closest to the zone centre among $N=1$ to 8. Here $a$ is the conventional cube edge, and the folded distance is $d=|N\kappa-m|/N$ in units of $2\pi/a$, with $m$ the integer nearest to $N\kappa$. The program asserts this formula against a three-dimensional search over reciprocal vectors for all six valleys, and it asserts the winning ranges of $\kappa$ against direct scans. It also diagonalizes a model band on a face-centred cubic lattice in all eight supercells and asserts that width seven has the lowest zone-centre level, which is sixfold. The output gives $d=1/140$ and an energy excess of 0.28 meV for width seven, against 1.5 meV for width six and 3.5 meV for width eight. An empirical-pseudopotential band sizes the departure from the parabola, and the two are asserted to agree within 5% at the width-seven displacement. The closed form of the donor transfer integral is asserted against quadrature; its value of about 27 meV, a scale and not a predicted bandwidth, shows that coupling between donor images far exceeds the folding error.

## Numerical check

```python
# Result under test: silicon's conduction minima at kappa = 0.85 (units 2 pi/a,
# along the cube axes) fold closest to the zone centre of an N x N x N cubic
# supercell for N = 7, among N = 1..8.
# Symbols: a = conventional cube edge, N = width in cubes, m = nearest integer
# to N*kappa, d = |N*kappa-m|/N in 2 pi/a, f = |N*kappa-m| in 2 pi/(N a).
# Energy excess of the sampled point: hbar^2 (2 pi d/a)^2 / (2 m_l).
from fractions import Fraction
from itertools import product
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

kappa = Fraction(17, 20)
widths = range(1, 9)
a_nm = 0.543
mass_long, mass_trans, permittivity = 0.92, 0.19, 11.7


def fold(position, width):
    nearest = round(width * position)
    fraction = abs(width * position - nearest)
    return nearest, fraction, fraction / width


def excess_mev(distance, mass):
    wave_number = 2 * np.pi * float(distance) / (a_nm * 1e-9)
    energy = (const.hbar * wave_number)**2 / (2 * mass * const.m_e)
    return 1000 * energy / const.e


# Search over reciprocal vectors in three dimensions, for all six valleys.
valleys = [sign * float(kappa) * np.eye(3)[axis]
           for axis in range(3) for sign in (-1, 1)]
for width in widths:
    integers = np.array(list(product(range(-width - 1, width + 2), repeat=3)))
    for valley in valleys:
        shortest = np.linalg.norm(valley - integers / width, axis=1).min()
        assert abs(shortest - float(fold(kappa, width)[2])) < 1e-12
distances = {width: fold(kappa, width)[2] for width in widths}
fractions = {width: fold(kappa, width)[1] for width in widths}
for measure in (distances, fractions):
    assert all(measure[7] < measure[width] for width in widths if width != 7)

# Windows of kappa in which width seven wins, compared with a direct scan.
window_distance = ((Fraction(5, 6) + Fraction(6, 7)) / 2,
                   (Fraction(6, 7) + Fraction(7, 8)) / 2)
window_fraction = (Fraction(5 + 6, 6 + 7), Fraction(6 + 7, 7 + 8))
scan = np.arange(0.80, 0.90, 0.0001)
for power, window in ((1, window_distance), (0, window_fraction)):
    winning = []
    for position in scan:
        values = [abs(width * position - np.rint(width * position))
                  / width**power for width in widths]
        if np.argmin(values) == 6:
            winning.append(position)
    assert abs(min(winning) - float(window[0])) < 2e-4
    assert abs(max(winning) - float(window[1])) < 2e-4
    assert np.allclose(np.diff(winning), 0.0001, atol=1e-8)


# A finite-range band on fcc sites, diagonalized in real periodic supercells.
# Its band function is nonnegative and vanishes only at the six valleys.
def lattice_levels(width):
    sites = 2 * width
    identity = sp.identity(sites, format="csr")
    shift = sp.csr_matrix(np.roll(np.eye(sites), 1, axis=0))
    cosine = (shift + shift.T) / 2
    cosines = []
    for axis in range(3):
        factors = [cosine if axis == j else identity for j in range(3)]
        cosines.append(sp.kron(sp.kron(factors[0], factors[1]),
                               factors[2], format="csr"))
    unit = sp.identity(sites**3, format="csr")
    sines2 = [unit - c @ c for c in cosines]
    pairs = ((0, 1), (1, 2), (2, 0))
    transverse = sum(sines2[i] @ sines2[j] for i, j in pairs)
    pair_sum = sum(cosines[i] @ cosines[j] for i, j in pairs)
    offset = pair_sum - (1 + 2 * np.cos(np.pi * float(kappa))) * unit
    operator = (transverse + offset @ offset).tocsr()
    parity = np.indices((sites,) * 3).sum(axis=0).ravel() % 2
    fcc = np.flatnonzero(parity == 0)
    matrix = operator[fcc][:, fcc].toarray()
    last = min(6, len(fcc) - 1)
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, last])


levels = {width: lattice_levels(width) for width in widths}
lowest = {width: levels[width][0] for width in widths}
assert min(lowest, key=lowest.get) == 7
assert np.ptp(levels[7][:6]) < 1e-9
assert levels[7][6] - levels[7][5] > 1e-3
for width in range(5, 9):
    sampled = fold(kappa, width)[0] / width
    expected = 4 * (np.cos(np.pi * sampled)
                    - np.cos(np.pi * float(kappa)))**2
    assert abs(lowest[width] - expected) < 1e-9

# Local empirical pseudopotential band: sizes the error of the parabola.
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
rydberg_ev = hartree_ev / 2
form_factors = {3: -0.21, 8: 0.04, 11: 0.08}  # rydberg
plane_waves = np.array([g for g in product(range(-6, 7), repeat=3)
                        if len({x % 2 for x in g}) == 1
                        and sum(x * x for x in g) <= 36])
differences = plane_waves[:, None, :] - plane_waves[None, :, :]
squares = (differences**2).sum(axis=2)
potential = np.zeros(squares.shape)
for square, strength in form_factors.items():
    potential[squares == square] = strength
potential *= np.cos(np.pi * differences.sum(axis=2) / 4)
kinetic_unit = (2 * np.pi * bohr_nm / a_nm)**2


def conduction_ev(position):
    shifted = plane_waves + np.array([position, 0.0, 0.0])
    kinetic = kinetic_unit * (shifted**2).sum(axis=1)
    bands = np.linalg.eigvalsh(np.diag(kinetic) + potential)
    return bands[4] * rydberg_ev


search = minimize_scalar(conduction_ev, bounds=(0.65, 0.99),
                         method="bounded", options={"xatol": 1e-7})
band_position, band_minimum = search.x, search.fun
assert 0.75 < band_position < 0.95
step = 0.01
curvature = (conduction_ev(band_position + step)
             + conduction_ev(band_position - step)
             - 2 * band_minimum) / step**2
band_mass = 2 * kinetic_unit * rydberg_ev / curvature
band_excess = {}
for width in range(4, 9):
    displacement = fold(kappa, width)[0] / width - float(kappa)
    band_excess[width] = 1000 * (conduction_ev(band_position + displacement)
                                - band_minimum)
parabola_seven = excess_mev(distances[7], band_mass)
assert abs(band_excess[7] / parabola_seven - 1) < 0.05
x_excess = 1000 * (conduction_ev(1.0) - band_minimum)

# Hydrogenic donor: transfer integral between neighbouring periodic images.
donor_mass = 3 / (1 / mass_long + 2 / mass_trans)
donor_radius = bohr_nm * permittivity / donor_mass
separation = 7 * a_nm / donor_radius
transfer_reduced = (1 + separation) * np.exp(-separation)
nodes, weights = np.polynomial.legendre.leggauss(400)
radii, radial_weights = 20 * (nodes + 1), 20 * weights
other = np.sqrt(radii[:, None]**2 + separation**2
                - 2 * radii[:, None] * separation * nodes[None, :])
integrand = 2 * radii[:, None] * np.exp(-radii[:, None] - other)
quadrature = radial_weights @ integrand @ weights
assert abs(quadrature - transfer_reduced) < 1e-3
transfer_mev = (1000 * hartree_ev * donor_mass / permittivity**2
                * transfer_reduced)

exact_width = next(n for n in range(1, 101) if (n * kappa).denominator == 1)
thermal_mev = 1000 * const.k * 300 / const.e

print(f"valley position kappa = {float(kappa):.2f} (2 pi/a)")
print(f"rough cube edge a = {a_nm:.3f} nm")
print(f"rough masses m_l, m_t = {mass_long:.2f}, {mass_trans:.2f} m_e")
print(f"rough relative permittivity = {permittivity:.1f}")
print("Per width: f in 2 pi/L, d in 2 pi/a, q = 2 pi d/a")
for width in widths:
    nearest, fraction, distance = fold(kappa, width)
    wave_number = 2 * np.pi * float(distance) / a_nm
    print(f"N={width} atoms={8 * width**3} N*kappa={float(width * kappa):.2f}"
          f" m={nearest} f={float(fraction):.2f} d={float(distance):.5f}"
          f" q={wave_number:.4f} nm^-1"
          f" parabola={excess_mev(distance, mass_long):.2f} meV")
print(f"exact d at N=6, 7, 8: {distances[6]}, {distances[7]}, {distances[8]}")
print(f"width seven edge L = {7 * a_nm:.3f} nm")
for name, window in (("wave number", window_distance),
                     ("zone fraction", window_fraction)):
    print(f"seven wins by {name}: {window[0]} < kappa < {window[1]}"
          f" ({float(window[0]):.5f} to {float(window[1]):.5f})")
for position in (Fraction(84, 100), Fraction(86, 100)):
    winner = min(widths, key=lambda n: fold(position, n)[2])
    distance = fold(position, 7)[2]
    print(f"kappa={float(position):.2f}: winning N={winner}, N=7 has"
          f" d={float(distance):.5f},"
          f" excess={excess_mev(distance, mass_long):.2f} meV")
print(f"first exactly folding width = {exact_width} cubes")
print("Lowest zone-centre level of lattice model (model energy units):")
for width in widths:
    print(f"  N={width}: {lowest[width]:.6f}")
print(f"N=7 lattice model: next level = {levels[7][6]:.6f} model units")
print(f"pseudopotential minimum = {band_position:.4f} (2 pi/a)")
print(f"pseudopotential longitudinal mass = {band_mass:.3f} m_e")
print("Excess at same displacement from pseudopotential minimum:")
for width in range(4, 9):
    print(f"  N={width}: band={band_excess[width]:.3f} meV, own parabola="
          f"{excess_mev(distances[width], band_mass):.3f} meV")
print(f"pseudopotential excess at X = {x_excess:.1f} meV")
print(f"donor mean mass = {donor_mass:.3f} m_e")
print(f"donor radius = {donor_radius:.2f} nm")
print(f"image separation R = {separation:.3f} donor radii")
print(f"donor image transfer integral = {transfer_mev:.1f} meV")
print(f"thermal energy at 300 K = {thermal_mev:.1f} meV")
print("every check passed")
```

Printed output:

```
valley position kappa = 0.85 (2 pi/a)
rough cube edge a = 0.543 nm
rough masses m_l, m_t = 0.92, 0.19 m_e
rough relative permittivity = 11.7
Per width: f in 2 pi/L, d in 2 pi/a, q = 2 pi d/a
N=1 atoms=8 N*kappa=0.85 m=1 f=0.15 d=0.15000 q=1.7357 nm^-1 parabola=124.76 meV
N=2 atoms=64 N*kappa=1.70 m=2 f=0.30 d=0.15000 q=1.7357 nm^-1 parabola=124.76 meV
N=3 atoms=216 N*kappa=2.55 m=3 f=0.45 d=0.15000 q=1.7357 nm^-1 parabola=124.76 meV
N=4 atoms=512 N*kappa=3.40 m=3 f=0.40 d=0.10000 q=1.1571 nm^-1 parabola=55.45 meV
N=5 atoms=1000 N*kappa=4.25 m=4 f=0.25 d=0.05000 q=0.5786 nm^-1 parabola=13.86 meV
N=6 atoms=1728 N*kappa=5.10 m=5 f=0.10 d=0.01667 q=0.1929 nm^-1 parabola=1.54 meV
N=7 atoms=2744 N*kappa=5.95 m=6 f=0.05 d=0.00714 q=0.0827 nm^-1 parabola=0.28 meV
N=8 atoms=4096 N*kappa=6.80 m=7 f=0.20 d=0.02500 q=0.2893 nm^-1 parabola=3.47 meV
exact d at N=6, 7, 8: 1/60, 1/140, 1/40
width seven edge L = 3.801 nm
seven wins by wave number: 71/84 < kappa < 97/112 (0.84524 to 0.86607)
seven wins by zone fraction: 11/13 < kappa < 13/15 (0.84615 to 0.86667)
kappa=0.84: winning N=6, N=7 has d=0.01714, excess=1.63 meV
kappa=0.86: winning N=7, N=7 has d=0.00286, excess=0.05 meV
first exactly folding width = 20 cubes
Lowest zone-centre level of lattice model (model energy units):
  N=1: 0.047518
  N=2: 0.047518
  N=3: 0.047518
  N=4: 0.047518
  N=5: 0.026889
  N=6: 0.002496
  N=7: 0.000397
  N=8: 0.004323
N=7 lattice model: next level = 0.036324 model units
pseudopotential minimum = 0.8537 (2 pi/a)
pseudopotential longitudinal mass = 0.873 m_e
Excess at same displacement from pseudopotential minimum:
  N=4: band=57.326 meV, own parabola=58.416 meV
  N=5: band=14.469 meV, own parabola=14.604 meV
  N=6: band=1.618 meV, own parabola=1.623 meV
  N=7: band=0.298 meV, own parabola=0.298 meV
  N=8: band=3.668 meV, own parabola=3.651 meV
pseudopotential excess at X = 128.4 meV
donor mean mass = 0.258 m_e
donor radius = 2.40 nm
image separation R = 1.586 donor radii
donor image transfer integral = 27.2 meV
thermal energy at 300 K = 25.9 meV
every check passed
```
